# The Fröhlich Hamiltonian: derivation, coupling constant, length scale and limits, part 1

(Sections cited here and not found follow in the second part.)

Take a model polar crystal with dielectric constants \(\varepsilon_\infty=5\) and \(\varepsilon_0=10\), a longitudinal optical phonon of 0.040 eV, a band mass of \(0.2\,m_e\) and a lattice constant of 5 Å. To second order in the electron–phonon coupling, an electron at the band bottom is lowered by 0.033 eV in the continuum without a cutoff on \(q\), and half of this shift comes from phonons with \(q<0.046\) Å\(^{-1}\), although a sphere with the volume of the zone has a radius of about 0.78 Å\(^{-1}\). The inverse of the dividing wavevector is 21.8 Å, more than four lattice constants, and no input is a length of that size. It is \(\sqrt{\hbar/2m\omega}\), and it enters only when the kinetic energy of the electron is set against the phonon energy. The quantised field alone does not contain it.

The algebra is in atomic units, \(\hbar=e=m_e=4\pi\varepsilon_{\rm vac}=1\), so Gauss's law reads \(\nabla\cdot\mathbf D=4\pi\rho\).

## 1. The medium

The crystal is treated as an isotropic continuum with one infrared-active optical vibration, harmonic and without dispersion. The relative displacement of the two sublattices, multiplied by \(\sqrt{\text{reduced mass}/\text{cell volume}}\), is a field \(\mathbf w(\mathbf r)\) with kinetic energy density \(\tfrac12\dot{\mathbf w}^2\). The valence electrons are assumed to follow every field instantly and are described by \(\varepsilon_\infty\). With \(\mathbf E\) the macroscopic field, the most general isotropic function quadratic in \(\mathbf w\) and \(\mathbf E\) is
\[
F=\tfrac12\omega_T^2w^2-b\,\mathbf w\cdot\mathbf E-\frac{\varepsilon_\infty-1}{8\pi}E^2 .
\]
The force density is \(-\partial F/\partial\mathbf w\) and the polarisation is \(\mathbf P=-\partial F/\partial\mathbf E\), so one constant \(b\) appears in both. With \(\mathbf D=\mathbf E+4\pi\mathbf P\) these are the Born–Huang equations,
\[
\ddot{\mathbf w}=-\omega_T^2\mathbf w+b\mathbf E,\qquad \mathbf D=\varepsilon_\infty\mathbf E+4\pi b\,\mathbf w. \tag{1}
\]
Local-field corrections are already inside \(\omega_T\), \(b\) and \(\varepsilon_\infty\). For a field oscillating at frequency \(x\), the first equation gives \(\mathbf w=b\mathbf E/(\omega_T^2-x^2)\), and the second then gives
\[
\varepsilon(x)=\varepsilon_\infty+\frac{4\pi b^2}{\omega_T^2-x^2}.
\]
Setting \(\varepsilon(0)=\varepsilon_0\) expresses \(b\) in measurable quantities:
\[
b^2=\frac{(\varepsilon_0-\varepsilon_\infty)\,\omega_T^2}{4\pi}. \tag{2}
\]

## 2. Energy at fixed free charge

Retardation is neglected, so \(\nabla\times\mathbf E=0\). The potential energy density is
\[
u=\tfrac12\omega_T^2w^2+\frac{\varepsilon_\infty E^2}{8\pi}. \tag{3}
\]
To confirm that this is the right function, use \(\varepsilon_\infty d\mathbf E=d\mathbf D-4\pi b\,d\mathbf w\) from (1):
\[
du=(\omega_T^2\mathbf w-b\mathbf E)\cdot d\mathbf w+\frac{\mathbf E\cdot d\mathbf D}{4\pi}.
\]
The first term is minus the force of (1) times the displacement. For the second, write \(\mathbf E=-\nabla\phi_{\rm tot}\) and integrate by parts over a periodic volume \(\Omega\): \(\int\mathbf E\cdot d\mathbf D/4\pi=\int\phi_{\rm tot}\,d\rho\), which is the work done in moving free charge and vanishes at fixed \(\rho\). So \(\int u\) is the potential energy of ions and free charges together.

Each Fourier component of a vector field splits into a longitudinal part along \(\hat{\mathbf q}\) and a transverse part perpendicular to it. The integral of a product of two fields pairs \(\mathbf q\) with \(-\mathbf q\), so a longitudinal and a transverse field are orthogonal under \(\int d^3r\). The single point \(\mathbf q=0\) is left out, which carries no weight as \(\Omega\to\infty\). The field \(\mathbf E\) is purely longitudinal. The longitudinal part of \(\mathbf D\) is fixed by the free charge alone: \(\mathbf D_L=-\nabla\phi_0\) with \(\nabla^2\phi_0=-4\pi\rho\), the vacuum potential of \(\rho\). The longitudinal part of the second equation in (1) gives
\[
\mathbf E=\frac{\mathbf D_L-4\pi b\,\mathbf w_L}{\varepsilon_\infty}.
\]
The transverse displacement makes no field. It oscillates at \(\omega_T\), does not meet \(\rho\) anywhere in (3), and is dropped. Squaring \(\mathbf E\) in (3) and adding the kinetic energy,
\[
H_{\rm f}=\int d^3r\left[\tfrac12\dot{\mathbf w}_L^2+\tfrac12\Big(\omega_T^2+\frac{4\pi b^2}{\varepsilon_\infty}\Big)w_L^2-\frac{b}{\varepsilon_\infty}\mathbf w_L\cdot\mathbf D_L+\frac{D_L^2}{8\pi\varepsilon_\infty}\right]. \tag{4}
\]

The bracket is the squared longitudinal frequency. With (2),
\[
\omega^2=\omega_T^2+\omega_T^2\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_\infty}=\omega_T^2\frac{\varepsilon_0}{\varepsilon_\infty},
\]
which is the Lyddane–Sachs–Teller relation. The mode is stiffer than the transverse one because it works against its own electric field. Over a common denominator \(\varepsilon(x)=\varepsilon_\infty(\omega^2-x^2)/(\omega_T^2-x^2)\), so \(\omega\) is the zero of the dielectric function.

The coefficient of the cross term is \(\gamma=b/\varepsilon_\infty\). Using (2) and \(\omega_T^2=\omega^2\varepsilon_\infty/\varepsilon_0\),
\[
\gamma^2=\frac{(\varepsilon_0-\varepsilon_\infty)\,\omega^2}{4\pi\,\varepsilon_\infty\varepsilon_0}=\frac{\omega^2}{4\pi\kappa},\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}. \tag{5}
\]
The last term of (4) equals \(\tfrac12\int\rho\phi_0/\varepsilon_\infty\) by the same partial integration: the Coulomb energy of the free charges screened by the electrons only. For one electron it does not depend on position and is absorbed in the band edge.

## 3. Quantisation

Expand the longitudinal field in the periodic volume as
\[
\mathbf w_L(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf q}i\hat{\mathbf q}\,Q_{\mathbf q}\,e^{i\mathbf q\cdot\mathbf r}.
\]
The unit vector changes sign under \(\mathbf q\to-\mathbf q\), and the factor \(i\) compensates. The complex conjugate has terms \(-i\hat{\mathbf q}\,Q^*_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\), which after relabelling become \(+i\hat{\mathbf q}\,Q^*_{-\mathbf q}e^{i\mathbf q\cdot\mathbf r}\), so reality means \(Q_{-\mathbf q}=Q^*_{\mathbf q}\). Then
\[
\int w_L^2\,d^3r=\sum_{\mathbf q}(i\hat{\mathbf q})\cdot(-i\hat{\mathbf q})\,Q_{\mathbf q}Q_{-\mathbf q}=\sum_{\mathbf q}|Q_{\mathbf q}|^2,
\]
and likewise for \(\dot{\mathbf w}_L^2\). For one pair \(\pm\mathbf q\) put \(Q_{\pm\mathbf q}=(c\pm is)/\sqrt2\) with real \(c\) and \(s\). Since \(|Q_{\mathbf q}|^2+|Q_{-\mathbf q}|^2=c^2+s^2\), the pair contributes \(\tfrac12(\dot c^2+\omega^2c^2)+\tfrac12(\dot s^2+\omega^2s^2)\), two independent oscillators of unit mass. Each is quantised as usual, \(c=(a_c+a_c^\dagger)/\sqrt{2\omega}\) and \(s=(a_s+a_s^\dagger)/\sqrt{2\omega}\). Running-wave operators are defined by \(b_{\pm\mathbf q}=(a_c\pm ia_s)/\sqrt2\), so that \(b^\dagger_{-\mathbf q}=(a_c^\dagger+ia_s^\dagger)/\sqrt2\). Their algebra follows directly: \([b_{\mathbf q},b^\dagger_{\mathbf q}]=\tfrac12(1+1)=1\) and \([b_{\mathbf q},b^\dagger_{-\mathbf q}]=\tfrac12(1+i^2)=0\). In \(b^\dagger_{\mathbf q}b_{\mathbf q}+b^\dagger_{-\mathbf q}b_{-\mathbf q}\) the mixed terms cancel and leave \(a_c^\dagger a_c+a_s^\dagger a_s\). Finally
\[
b_{\mathbf q}+b^\dagger_{-\mathbf q}=\frac{(a_c+a_c^\dagger)+i(a_s+a_s^\dagger)}{\sqrt2}=\sqrt{2\omega}\,Q_{\mathbf q}. \tag{6}
\]
The free field is \(\sum_{\mathbf q}\omega\,b^\dagger_{\mathbf q}b_{\mathbf q}\), with the constant zero-point energy dropped.

## 4. The coupling

Define the potential \(\phi\) made by the displacement field through \(\nabla^2\phi=4\pi\gamma\,\nabla\cdot\mathbf w_L\). Its source is the ionic bound charge \(-b\nabla\cdot\mathbf w_L\) divided by \(\varepsilon_\infty\). The cross term of (4) is rewritten by partial integrations, whose surface terms vanish by periodicity:
\[
-\gamma\!\int\!\mathbf w_L\cdot\mathbf D_L=\gamma\!\int\!\mathbf w_L\cdot\nabla\phi_0=-\gamma\!\int\!\phi_0\nabla\cdot\mathbf w_L=-\frac1{4\pi}\!\int\!\phi_0\nabla^2\phi=-\frac1{4\pi}\!\int\!\phi\nabla^2\phi_0=\int\!\rho\,\phi .
\]
For an electron at \(\mathbf r\) the charge is \(-1\) and the interaction is \(-\phi(\mathbf r)\). The divergence multiplies each mode by \(i\mathbf q\cdot i\hat{\mathbf q}=-q\), and the Laplacian multiplies \(\phi_{\mathbf q}\) by \(-q^2\), so \(\phi_{\mathbf q}=4\pi\gamma Q_{\mathbf q}/(q\sqrt\Omega)\). With (6) and (5),
\[
\phi(\mathbf r)=\sum_{\mathbf q}V_q\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})\,e^{i\mathbf q\cdot\mathbf r},\qquad
V_q^2=\frac{16\pi^2}{q^2}\cdot\frac{\omega^2}{4\pi\kappa}\cdot\frac1{2\omega\Omega}=\frac{2\pi\omega}{\kappa\,\Omega\,q^2}. \tag{7}
\]
The electron is now given dynamics in the effective-mass approximation: one isotropic parabolic band of mass \(m\), valid when \(\phi\) varies slowly over a cell and energies are far below the gap. Relabelling \(\mathbf q\to-\mathbf q\) in the creation term gives the Fröhlich Hamiltonian,
\[
H=\frac{p^2}{2m}+\sum_{\mathbf q}\omega\,b^\dagger_{\mathbf q}b_{\mathbf q}-\sum_{\mathbf q}V_q\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right). \tag{8}
\]
The replacement \(b_{\mathbf q}\to e^{i\theta}b_{\mathbf q}\) preserves the commutators and the free term, so the phase of \(V_q\) is a convention. The choice \(\theta=\pi\) reverses the sign of the coupling and \(\theta=\pi/2\) makes it imaginary. The ionic mass and charge have disappeared into \(\omega\) and \(\kappa\), and the band mass \(m\) does not occur in \(V_q\). If \(\varepsilon_0=\varepsilon_\infty\), the mode carries no dipole and the coupling vanishes.

## 5. Fixed charges

Charges \(Z_j\) held at \(\mathbf R_j\) couple through \(\sum_jZ_j\phi(\mathbf R_j)=\sum_{\mathbf q}V_q(n_{\mathbf q}b_{\mathbf q}+n^*_{\mathbf q}b^\dagger_{\mathbf q})\) with \(n_{\mathbf q}=\sum_jZ_je^{i\mathbf q\cdot\mathbf R_j}\). Completing the square is exact:
\[
\omega b^\dagger b+V(nb+n^*b^\dagger)=\omega\Big(b^\dagger+\frac{Vn}{\omega}\Big)\Big(b+\frac{Vn^*}{\omega}\Big)-\frac{V^2|n|^2}{\omega}.
\]
The shifted operators are again bosons, so the ground state is lowered by \(\sum_{\mathbf q}V_q^2|n_{\mathbf q}|^2/\omega\). For two charges at separation \(\mathbf R\), \(|n_{\mathbf q}|^2=Z_1^2+Z_2^2+2Z_1Z_2\cos\mathbf q\cdot\mathbf R\). Replace \(\sum_{\mathbf q}\) by \(\Omega\int d^3q/(2\pi)^3\) and use the angular average \(\sin(qR)/(qR)\) of the cosine. The cross term is
\[
-\frac{Z_1Z_2}{\kappa}\,\frac{4\pi}{(2\pi)^3}\int_0^\infty q^2dq\,\frac{4\pi}{q^2}\frac{\sin qR}{qR}=-\frac{Z_1Z_2}{\kappa}\,\frac2\pi\cdot\frac{\pi}{2R}=-\frac{Z_1Z_2}{\kappa R}.
\]
Added to the direct term \(Z_1Z_2/\varepsilon_\infty R\) from (4), it gives \(Z_1Z_2/\varepsilon_0R\) by the definition of \(\kappa\): relaxed ions turn electronic screening into static screening. The self term of a unit charge is
\[
-\frac{4\pi}{(2\pi)^3}\int_0^{q_{\max}}q^2dq\,\frac{2\pi}{\kappa q^2}=-\frac{q_{\max}}{\pi\kappa},
\]
which grows without limit. The field has no length of its own at which to stop the integral.

## 6. The length and the coupling constant

An electron at rest that emits a phonon \(\mathbf q\) recoils with energy \(q^2/2m\). This equals the phonon energy \(\omega\) at \(q=1/r_p\), where
\[
r_p=\frac1{\sqrt{2m\omega}},\qquad \frac1{2mr_p^2}=\omega. \tag{9}
\]
Put \(\mathbf r=r_p\mathbf r'\), \(\mathbf q=\mathbf q'/r_p\) and \(\Omega=r_p^3\Omega'\). Then \(p^2/2m=-\nabla'^2/(2mr_p^2)=-\omega\nabla'^2\), the phases \(\mathbf q\cdot\mathbf r\) are unchanged, and
\[
\frac{V_q^2}{\omega^2}=\frac{2\pi}{\kappa\omega}\,\frac{r_p^2}{r_p^3\,\Omega'q'^2}=\frac{4\pi\alpha}{\Omega'q'^2},\qquad
\alpha=\frac{1}{2\kappa r_p\,\omega}=\frac{\sqrt{2m\omega}}{2\kappa\omega}=\frac1\kappa\sqrt{\frac{m}{2\omega}}. \tag{10}
\]
The Hamiltonian becomes
\[
\frac H\omega=-\nabla'^2+\sum_{\mathbf q'}b^\dagger_{\mathbf q'}b_{\mathbf q'}-\sqrt{\frac{4\pi\alpha}{\Omega'}}\sum_{\mathbf q'}\frac1{q'}\left(b_{\mathbf q'}e^{i\mathbf q'\cdot\mathbf r'}+{\rm h.c.}\right).
\]
For infinite volume and no cutoff on \(q\), \(\alpha\) is the only parameter, so the ground-state energy is \(\omega\) times a function of \(\alpha\), and every length is \(r_p\) times a function of \(\alpha\). The constant \(\alpha\) is half the Coulomb energy \(1/\kappa r_p\) measured in phonon quanta. In unscaled variables \(V_q^2=4\pi\alpha\,\omega^2r_p/(\Omega q^2)\), where the mass cancels between \(\alpha\propto m^{1/2}\) and \(r_p\propto m^{-1/2}\), as (7) requires.

The factor 2 in (9) is a choice that makes the kinetic coefficient one. With the unit \(\ell=(m\omega)^{-1/2}=\sqrt2\,r_p\) the kinetic term is \(-\tfrac12\nabla'^2\) and \(4\pi\alpha\) becomes \(4\pi\alpha\,r_p/\ell=2\sqrt2\pi\alpha\), with the same \(\alpha\). To restore units, energies \(\omega\) become \(\hbar\omega\), \(q^2/2m\) becomes \(\hbar^2q^2/2m\), and \(1/\kappa r\) becomes \(e^2/4\pi\varepsilon_{\rm vac}\kappa r\):
\[
r_p=\sqrt{\frac{\hbar}{2m\omega}},\qquad \alpha=\frac{e^2}{4\pi\varepsilon_{\rm vac}\,\kappa\,r_p}\,\frac1{2\hbar\omega}=\frac{e^2}{4\pi\varepsilon_{\rm vac}\hbar\kappa}\sqrt{\frac{m}{2\hbar\omega}} .
\]

The quantised dielectric continuum has given the Fröhlich Hamiltonian (8), and comparing the electron's recoil energy with the phonon energy has given the length \(r_p\) and the single coupling constant \(\alpha\). It remains to show what \(\alpha\) and \(r_p\) measure, to work out the numbers of the opening example, and to find where the result fails.

Numbers in the example were calculated in double precision.
